# Why stationary force constants converge quadratically, and what their difference tests

**Q:** My phonon frequencies come from a linear-response calculation that prints two values for each force constant, one called stationary and one nonstationary. They disagree at first and then approach each other. What is being computed twice?

**A:** The second derivative of the electronic energy with respect to ionic positions. Both values use the same approximate first-order orbitals, but they combine them differently.

Let me fix the setting. The system has a gap, and its Kohn–Sham orbitals $\psi_i$ are real, doubly occupied and fully converged. The basis does not move with the ions; otherwise both expressions need extra terms. The energy is

$$E=2\sum_i\langle\psi_i|T+v|\psi_i\rangle+E_{\rm Hxc}[n],\qquad n=2\sum_i\psi_i^2 ,$$

where $v$ is the potential of the ions and $E_{\rm Hxc}$ the Hartree, exchange and correlation energy. The ion–ion energy is added separately and does not depend on the orbitals. The ground state obeys $H\psi_i=\varepsilon_i\psi_i$, with $H=T+v+\delta E_{\rm Hxc}/\delta n$.

Displace one ion by $\lambda$. The potential becomes $v+\lambda v'+\tfrac12\lambda^2v''$, and each orbital acquires a first-order change

$$\chi_i=\sum_c x_{ci}\,\varphi_c ,$$

where $\varphi_c$ are the empty orbitals. Occupied orbitals are not needed here, because mixing them among themselves changes neither the density nor the energy. The numbers $x_{ci}$ form one vector $x$, which an iterative solver improves step by step.

**Q:** How do two different force constants come out of one $x$?

**A:** One is the curvature of an energy, the other the slope of a force. Take the energy first. The trial orbitals must stay orthonormal, which to second order is achieved by

$$\psi_i(\lambda)=\psi_i+\lambda\chi_i-\tfrac12\lambda^2\sum_j\psi_j\langle\chi_j|\chi_i\rangle .$$

In the overlap of two such orbitals, $\lambda^2\langle\chi_i|\chi_j\rangle$ from the first-order parts cancels against two halves from the last term. The density is $n+\lambda n_1+\lambda^2n_2$ with

$$n_1=4\sum_i\psi_i\chi_i,\qquad n_2=2\sum_i\chi_i^2-2\sum_{ij}\psi_i\psi_j\langle\chi_j|\chi_i\rangle .$$

Now collect the $\lambda^2$ terms of the energy:

- The second-order orbital changes, kinetic energy included, are weighted by $H$. They give $2\sum_i\langle\chi_i|H-\varepsilon_i|\chi_i\rangle$; the $\varepsilon_i$ comes from the orthonormality term, since $\langle\psi_i|H|\psi_j\rangle=\varepsilon_i\delta_{ij}$.
- The first-order density in the first-order potential gives $\int n_1v'=4\sum_i\langle\psi_i|v'|\chi_i\rangle$.
- The curvature of $E_{\rm Hxc}$ gives $\tfrac12\iint n_1Kn_1$, where $K=\delta^2E_{\rm Hxc}/\delta n\,\delta n'$.
- The unchanged density gives $\tfrac12\int n\,v''$.

The second derivative is twice this sum. Define $D=\int n\,v''$, $v_{ci}=\langle\varphi_c|v'|\psi_i\rangle$ and

$$S_{ci,dj}=(\varepsilon_c-\varepsilon_i)\,\delta_{cd}\delta_{ij}+4K_{ci,dj},$$

with $K_{ci,dj}=\iint\varphi_c\psi_i\,K\,\varphi_d\psi_j$. Since $n_1=4\sum_{ci}x_{ci}\psi_i\varphi_c$, we have $\iint n_1Kn_1=16\sum x_{ci}K_{ci,dj}x_{dj}$. From here on, $v$ in a product with $x$ means the vector $v_{ci}$. The stationary force constant is

$$F=D+4\,(x\cdot Sx+2\,v\cdot x).$$

**Q:** You left out second-order changes of the orbitals into the empty states. Isn't that an approximation?

**A:** No. Add $\lambda^2\eta_i$ with $\eta_i$ in the empty space. At order $\lambda^2$ the energy changes by $4\sum_i\langle\eta_i|H|\psi_i\rangle=4\sum_i\varepsilon_i\langle\eta_i|\psi_i\rangle=0$. This is the $2n+1$ theorem for $n=1$ at work: first-order orbitals suffice for the second-order energy, and would suffice for the third.

For the other value, start from the Hellmann–Feynman expression $G=\int n\,\partial v/\partial R$, which is the negative of the electronic force on the ion. Differentiate it with the trial density:

$$N=\frac{dG}{d\lambda}=\int n\,v''+\int n_1v'=D+4\,v\cdot x .$$

This is the nonstationary force constant.

**Q:** Where does the Sternheimer equation enter?

**A:** It is the condition that $F$ be stationary. Because $S$ is symmetric, a small change $dx$ gives

$$dF=8\,dx\cdot(Sx+v)=8\,dx\cdot r,\qquad r=Sx+v .$$

The vector $r$ is the Sternheimer residual. Written in orbitals, it is the empty-space part of $(H-\varepsilon_i)\chi_i+(v'+\int Kn_1)\psi_i$. The solution $x^*$ has $r=0$, so $Sx^*=-v$. There $x^*\cdot Sx^*=-v\cdot x^*$, and both expressions give the same force constant,

$$C=D+4\,v\cdot x^* .$$

If the ground state is stable, $S$ is positive definite and $F$ has its minimum at $x^*$.

**Q:** Then why does one value converge so much faster?

**A:** Write $x=x^*+\delta$. The residual becomes $r=Sx^*+S\delta+v=S\delta$, so residual and orbital error are proportional in the sense of a linear map. Insert this into $F$:

$$F-C=4\,(2\,\delta\cdot Sx^*+\delta\cdot S\delta+2\,v\cdot\delta)=4\,\delta\cdot S\delta=4\,r\cdot S^{-1}r .$$

The two linear terms cancel because $Sx^*=-v$. In $N$ nothing is available to cancel the linear term:

$$N-C=4\,v\cdot\delta=-4\,x^*\cdot S\delta=-4\,x^*\cdot r .$$

The physical content is this. A slightly wrong first-order density exerts a slightly wrong force, in proportion to its error. The energy of slightly wrong orbitals is higher only in second order, because the correct orbitals sit at the bottom of a bowl.

If $s_{\min}$ is the smallest eigenvalue of $S$, then

$$0\le F-C\le\frac{4|r|^2}{s_{\min}},\qquad |N-C|\le4\,|x^*|\,|r| .$$

The first bound deteriorates when $s_{\min}$ is small, as for a ground state close to an instability. A small gap need not do this by itself: it guarantees only $s_{\min}\le\varepsilon_c-\varepsilon_i+4K_{ci,ci}$ for each pair, and the kernel term can stay finite. With small $s_{\min}$ the error $4\,r\cdot S^{-1}r$ is still quadratic, and its prefactor is large whenever $r$ has weight on the eigenvectors of $S$ with small eigenvalues. With a negative eigenvalue the error remains quadratic, but $F$ is no longer an upper bound.

**Q:** Can I see this with numbers?

**A:** A small model suffices. Four identical ions sit at equal spacing on a ring of length 16 bohr with eight electrons. Each ion is a Gaussian well of depth 3 hartree and width 0.8 bohr. The electrons repel through a Gaussian of height 1 hartree and range 1 bohr, and a local energy $-\tfrac12g\int n^2$ with $g=0.1$ hartree bohr stands for exchange and correlation. By symmetry no ion feels a force. The gap is 0.994 hartree and $s_{\min}=1.027$ hartree. Force constants below are in hartree/bohr² and contain the electronic part alone.

For one displaced ion, $D=4.6367$ and the converged result is $C_{11}=0.1496$, or 14.53 eV/Å². The orbital response therefore contributes $0.1496-4.6367=-4.4871$. This strong cancellation makes small errors in the response matter. Second differences of fully self-consistent energies, with no response theory in them, also give 0.1496.

The solver is a damped self-consistent cycle. Let $\Delta$ be the diagonal matrix of $\varepsilon_c-\varepsilon_i$. At fixed first-order potential one solves $\Delta\tilde x=-(v+4Kx)$ and mixes a fraction $\beta=0.4$ of $\tilde x$ into $x$. Since $S=\Delta+4K$, this is $x\to x-\beta\Delta^{-1}r$. Starting from $x=0$:

| cycle | $\lvert r\rvert$ (hartree/bohr) | $N-C$ | $F-C$ | $N-F$ |
|---|---|---|---|---|
| 0 | 1.58 | 4.49 | 4.49 | 0 |
| 2 | 0.341 | 0.871 | 0.181 | 0.690 |
| 4 | 0.0893 | 0.181 | 0.0102 | 0.171 |
| 8 | 9.32e-3 | 1.02e-2 | 8.90e-5 | 1.01e-2 |
| 16 | 1.54e-4 | 8.90e-5 | 2.23e-8 | 8.90e-5 |

At cycle 8 the nonstationary value is wrong by $0.0102/0.1496=6.8\%$ of $C_{11}$, the stationary one by $0.06\%$. The bound for the latter is $4(9.315\times10^{-3})^2/1.027=3.4\times10^{-4}$, and the actual error is about a quarter of that.

The numerical check also confirms what the two expressions are. For the unconverged orbitals of cycle 2, the curvature of the trial energy is 0.3302, equal to $F$, and the slope of $G$ is 1.0205, equal to $N$.

**Q:** From cycle 8 to cycle 16 the residual falls by a factor of 60, but the error of $N$ falls by 114. That isn't linear.

**A:** The error is linear in the vector $r$, not in its length alone. The formula $N-C=-4x^*\cdot r$ contains the angle between $r$ and $x^*$. With $|x^*|=0.754$ bohr⁻¹, the magnitude of its cosine is

$$\frac{|N-C|}{4|x^*||r|}=\frac{1.016\times10^{-2}}{4(0.754)(9.315\times10^{-3})}=0.36$$

at cycle 8. The same arithmetic gives 0.19 at cycle 16. The residual turns away from $x^*$ as it shrinks, which accounts for the extra reduction. Fitted between cycles 12 and 24, the error of $N$ goes as $|r|^{1.06}$ and that of $F$ as $|r|^{2.02}$.

**Q:** I notice that the stationary error at cycle 4 equals the nonstationary error at cycle 8. Coincidence?

**A:** It follows from this solver. Subtracting $x^*$ from the update gives $\delta\to q\,\delta$ with $q=1-\beta\Delta^{-1}S$. The start $x=0$ means $\delta_0=-x^*$, hence $\delta_k=-q^kx^*$. With $v=-Sx^*$,

$$N_k-C=4\,v\cdot\delta_k=4\,x^*\cdot Sq^kx^* .$$

For the stationary value we need $q^{T}S=S-\beta S\Delta^{-1}S=Sq$, which moves every $q^T$ through $S$:

$$F_k-C=4\,x^*\cdot(q^T)^kSq^kx^*=4\,x^*\cdot Sq^{2k}x^*=N_{2k}-C .$$

So $F$ after $k$ cycles is $N$ after $2k$ cycles: both are 0.159732 for $k=4$. The stationary form halves the number of cycles for a given accuracy. The result relies on the zero start and on a fixed linear update with symmetric $\Delta$ and $S$; a solver that adapts its mixing need not obey it.

**Q:** Now the practical point. If I watch $N-F$, what does it tell me?

**A:** Subtract the two definitions:

$$N-F=-4\,(x\cdot Sx+v\cdot x)=-4\,x\cdot r .$$

No knowledge of $x^*$ is required, and the residual is already at hand in the solver. In terms of errors,

$$N-F=(N-C)-(F-C).$$

The first bracket is generally linear in the residual and the second quadratic. For a small residual that is not nearly orthogonal to $x^*$, the difference is therefore an estimate of the error of $N$. At cycle 8 it is 0.0101 against a true error of 0.0102. It is not an estimate of the error of $F$, which is more than a hundred times smaller there. The sensible use is to report $F$ and to read $N-F$ as a sign of how far the response still is from self-consistency.

**Q:** So when the two agree, I am done?

**A:** Not necessarily. Agreement is necessary for convergence but not sufficient, because $x\cdot r$ can vanish while $r$ does not. Row 0 of the table is the crudest case: with $x=0$ both values equal $D$, and both are wrong by 4.49.

A more deceptive case is a solver that minimizes $F$ over a linear subspace. At the minimum, $dF=8\,w\cdot r=0$ for every direction $w$ in the subspace. The trial $x$ itself belongs to the subspace, so $x\cdot r=0$ and $N=F$. Conjugate gradients applied to the full equation $Sx=-v$, kernel included, and started from zero are of this kind: each step minimizes $F$ over the space spanned by the search directions so far. In the model, after four steps, $N$ and $F$ agree to rounding error, yet both are wrong by 0.034, which is 23% of $C_{11}$. The residual norm, 0.22 hartree/bohr, gives the failure away. It also follows that the diagonal value $N$, for one displacement, inherits the quadratic error of $F$ in such a solver (the values between two different ions, treated below, need not), so "linear" describes $N$ for a general trial vector, not for every algorithm.

**Q:** Then I should watch the residual norm instead?

**A:** Watch both, and test the basis separately. Suppose the response is solved completely, but with only the eight lowest empty orbitals. This is again a minimum over a subspace, so $N=F$. The residual within those eight orbitals is zero as well. Still, the model gives an error of 0.205, larger than $C_{11}$ itself. Neither $N-F$ nor that residual reveals it. Enlarging the basis does: taken over all empty orbitals, the residual is 0.50 hartree/bohr. In this model the acoustic sum rule exposes the fault as well. Moving all ions together leaves the electronic energy unchanged, so the force constants between one ion and all ions, itself included, must add to zero. With eight empty orbitals they add to 0.18.

**Q:** What about the force constants between two different ions?

**A:** Label the displacements $a$ and $b$, with $D_{ab}=\int n\,\partial^2v/\partial R_a\partial R_b$. The expressions become

$$F_{ab}=D_{ab}+4\,(x_a\cdot Sx_b+x_a\cdot v_b+v_a\cdot x_b),\qquad N_{ab}=D_{ab}+4\,v_a\cdot x_b .$$

Insert $x_a=x_a^*+\delta_a$ and $x_b=x_b^*+\delta_b$. The terms linear in $\delta_a$ are $\delta_a\cdot(Sx_b^*+v_b)=0$, and those linear in $\delta_b$ are $(Sx_a^*+v_a)\cdot\delta_b=0$. What remains is

$$F_{ab}-C_{ab}=4\,\delta_a\cdot S\delta_b,\qquad N_{ab}-C_{ab}=-4\,x_a^*\cdot r_b,\qquad N_{ab}-F_{ab}=-4\,x_a\cdot r_b .$$

The stationary error is now a product of two different errors. It has no fixed sign, so $F_{ab}$ is not an upper bound. Since $S$ is positive definite, the Cauchy–Schwarz inequality limits its size to $\sqrt{(F_{aa}-C_{aa})(F_{bb}-C_{bb})}$.

For neighbouring ions the converged value is $C_{12}=-0.0724$. After four damped cycles $N_{12}$ is off by 0.0229, or 32% of $|C_{12}|$, and $F_{12}$ by 0.0008, or 1.1%. The limit is 0.0102.

Off-diagonal differences can also expose the false agreement of conjugate gradients. The vectors $x_1$ and $r_2$ come from different subspaces and need not be orthogonal. After the same four steps, $N_{12}-F_{12}=0.043$ while $N_{11}-F_{11}$ vanishes.

**Q:** Does the quadratic convergence also protect me from a sloppy ground-state calculation?

**A:** No. $F$ is stationary with respect to the first-order orbitals $x$. Its ingredients $D$, $v_{ci}$ and $S$ are built from the ground-state orbitals, and nothing makes $F$ stationary with respect to those. Their error generally enters at first order.

To test this, one well in the converged Hamiltonian was deepened by 0.001 hartree and the eigenvectors of that faulty Hamiltonian were taken as ground-state and empty orbitals. They are not eigenvectors of the Hamiltonian $H$ made of the correct ionic potential and their own density, so $(\varepsilon_c-\varepsilon_i)\,\delta_{cd}\delta_{ij}$ in $S$ was replaced by $\langle\varphi_c|H|\varphi_d\rangle\delta_{ij}-\delta_{cd}\langle\psi_i|H|\psi_j\rangle$, and this response equation was solved completely. The error of $F_{11}$ was $9.9\times10^{-4}$, about 0.7% of $C_{11}$. With half the fault in the potential it was $4.95\times10^{-4}$, half as large. The size of the error depends on how $S$ is built: with the eigenvalues of the faulty Hamiltonian in $S$ it is $1.5\times10^{-3}$, and it again halves with the fault. In both cases $N-F$ was zero to rounding, since $r=0$ for the faulty equation. The difference examines how well the response equation has been solved, not whether it was the right equation.

## Computed results

```
Units: hartree/bohr^2 for force constants, unless stated
ring length 16.0 bohr, 64 points, 4 ions, 8 electrons
well depth 3.0 hartree, width 0.8 bohr
repulsion 1.0 hartree, range 1.0 bohr
local coupling 0.1 hartree bohr, damping beta 0.4
Kohn-Sham gap 0.99402 hartree
smallest eigenvalue of S 1.02727 hartree
eigenvalues of S/Delta: 0.9815 to 1.5433
norm of exact x_1 0.75386 1/bohr
D_11 4.6366772
C_11 response 0.1495676, energy differences 0.1495676
C_12 response -0.0723949, energy differences -0.0723950
C_13 response -0.0047777
C_11 converted 14.5340 eV/angstrom^2
largest row sum of C 9.4e-11
trial after 2 cycles:
  F_11 0.3302410, trial-energy curvature 0.3302418
  N_11 1.0204507, slope of G 1.0204521
cycle, |r_1| (hartree/bohr), error N_11, error F_11, N_11-F_11
  0 1.577e+00 4.487e+00 4.487e+00 0.000e+00
  1 7.180e-01 1.963e+00 8.709e-01 1.092e+00
  2 3.414e-01 8.709e-01 1.807e-01 6.902e-01
  4 8.930e-02 1.807e-01 1.016e-02 1.705e-01
  8 9.315e-03 1.016e-02 8.900e-05 1.008e-02
 12 1.177e-03 8.360e-04 1.342e-06 8.347e-04
 16 1.544e-04 8.900e-05 2.228e-08 8.898e-05
 24 2.731e-06 1.342e-06 6.524e-12 1.342e-06
fitted power of |r|, cycles 12-24: N 1.057, F 2.017
F_11 after 4 cycles 0.159732092, N_11 after 8 cycles 0.159732092
bound on error F_11 after 8 cycles 3.379e-04
off-diagonal 12 after 4 cycles: error N 2.293e-02
  error F 8.120e-04, Cauchy-Schwarz limit 1.016e-02
conjugate gradients, 4 steps: |r_1| 2.227e-01 hartree/bohr
  |N_11-F_11| 8.9e-16, true error 3.447e-02
  N_12-F_12 4.341e-02
lowest 8 conduction states: |N_11-F_11| 0.0e+00
  true error 2.050e-01
ground state from potential wrong by 0.001 and 0.0005 hartree:
  errors of F_11 9.9067e-04, 4.9540e-04
  ratio 1.9997, largest |N_11-F_11| 0.0e+00
```
